Two-thirds power law for the ramp-induced excess coercive field near a spinodal

Near the end of a metastable ferroelectric branch, three quantities govern the delay of switching: the damping ρ, the field ramp rate R, and the curvature κ with which the static field–polarization curve reaches its maximum. Let F, Π and 𝒯 denote the dimensions of field, polarization and time. Then

[ρ] = F𝒯/Π, [R] = F/𝒯, [κ] = F/Π².

If the excess field ΔE depends on these three alone, it must be a number times ρ^α R^β κ^γ. Matching the powers of F, 𝒯 and Π gives

α + β + γ = 1, α − β = 0, −α − 2γ = 0.

Hence β = α and γ = −α/2. The first condition becomes 3α/2 = 1, so α = β = 2/3 and γ = −1/3:

ΔE = Ω (ρR)^(2/3) κ^(−1/3).

The dynamics must supply the number Ω and show that nothing else enters at leading order.

Take a uniform polarization P with energy density u(P) and static field f(P) = du/dP. Its overdamped equation is

ρ dP/dt = E − f(P).

The film starts on the negative branch, and the field rises linearly. This branch is stable while f′(P) > 0, because a small displacement then decays. It ends at a saddle-node spinodal, or fold, P = P_f, where

f(P_f) = E_c, f′(P_f) = 0, κ = −f″(P_f)/2 > 0.

Here E_c is the static coercive field. Choose t = 0 when the field passes it, so that E = E_c + Rt, and define the dynamic coercive field as the field at which P crosses zero. Its excess over E_c is ΔE. The 2/3 power belongs to this excess, not to the whole coercive field.

Write P = P_f + x. Since the linear term vanishes at the fold, f = E_c − κx² + O(x³), and therefore

ρ dx/dt = Rt + κx² + O(x³).

Without the cubic remainder, set x = Xy and t = Ts. The three terms have sizes ρX/T, RT and κX². Equating the first two gives X = RT²/ρ. Equating the last two then gives RT = κR²T⁴/ρ², so

T = (ρ²/κR)^(1/3), X = (ρR/κ²)^(1/3),

and the equation loses all its parameters:

dy/ds = s + y².

As the ramp slows, T grows as R^(−1/3), but the field gained in that time, RT, falls as R^(2/3). The system lingers longer near the fold, yet the field rises less while it does so.

This Riccati equation becomes linear with y = −u′/u, where primes mean d/ds. Differentiation gives

y′ = −u″/u + (u′/u)² = −u″/u + y²,

so u″ = −su. In the variable z = −s this is Airy's equation, d²u/dz² = zu, with solutions Ai(z) and Bi(z). Long before the fold the stable branch is y ≈ −√(−s); the other root, +√(−s), is unstable. For u = Ai(−s) we have u′ = −Ai′(−s), and hence

y = Ai′(−s)/Ai(−s).

At large positive z, Ai′/Ai approaches −√z, as required, whereas Bi′/Bi approaches +√z. A solution that has followed the stable branch from the distant past therefore contains no Bi. If the ramp starts near that branch at a finite s = −z₀, the admixture of Bi is at most of order Ai(z₀)/Bi(z₀), which falls as exp(−4z₀^(3/2)/3). The starting point is forgotten.

The solution first diverges at s = Ω, where −Ω is the first zero of Ai and Ω = 2.33811. Near it, Ai(−s) ≈ A(Ω − s) with A = Ai′(−Ω), so y ≈ 1/(Ω − s). The polarization does not diverge; it leaves the region in which the quadratic approximation holds. The elapsed time is ΩT, and the field has risen by

RΩT = Ω (ρR)^(2/3) κ^(−1/3).

To see that the remainder cannot alter this limit, choose a small distance h from the fold. For |x| ≤ h the remainder is at most M|x|³ ≤ Mhx² for some constant M. Thus

Rt + (κ − Mh)x² ≤ ρ dx/dt ≤ Rt + (κ + Mh)x².

Trajectories with a larger right-hand side arrive earlier, so the arrival at x = h lies between those of two Riccati equations with curvatures κ ± Mh. Their arrival times are Ω[ρ²/((κ ± Mh)R)]^(1/3), apart from terms that stay bounded as R → 0 at fixed h. Suppose also that f stays below E_c from P_f + h to zero. The driving field E − f then has a positive lower bound there, and the remaining time is bounded too. Bounded times add a field of order R, which is small compared with R^(2/3). Letting R → 0 first and h → 0 afterwards proves

ΔE = Ω (ρR)^(2/3) κ^(−1/3) [1 + o(1)].

The result needs a nonzero κ. If the local term were κ_m x^m with even m > 2, the balances RT = κ_m X^m and X = RT²/ρ would give T ∝ R^(−(m−1)/(2m−1)) and an excess ∝ R^(m/(2m−1)). A quartic maximum, for instance, gives 4/7 instead of 2/3.

The approach to the limit can be found explicitly for the fourth-order Landau energy, f = aP + bP³ with a < 0 < b. The condition a + 3bP² = 0 gives P_f = −P_s, where P_s = √(|a|/3b). Substituting a = −3bP_s² yields

E_c = 2bP_s³, κ = 3bP_s, P_r = √3 P_s,

where P_r is the remanence, the nonzero root of f = 0. Measure polarization in P_s, field in bP_s³ and time in t₀ = ρ/(bP_s²). With p = P/P_s and e = E/(bP_s³),

dp/dτ = e + 3p − p³, e = 2 + rτ, r = Rt₀/(bP_s³).

For x = p + 1, expanding 3(x − 1) − (x − 1)³ gives −2 + 3x² − x³, and so

dx/dτ = rτ + 3x² − x³.

From here to the two-term formula, x, X and T are in reduced units: T = (3r)^(−1/3) and X = (r/9)^(1/3). They satisfy X/T = 3X², or TX = 1/3. Dividing the equation by 3X² gives

y′ = s + y² − δy³, δ = X/3.

Expand y = y₀ + δy₁, with y₀ = −u′/u and u = Ai(−s). The terms of order δ give y₁′ = 2y₀y₁ − y₀³. Multiply by u². Because 2y₀u² = −2uu′, the terms in y₁ combine into a derivative:

(u²y₁)′ = −u²y₀³ = u′³/u.

On the stable branch in the distant past y₁ grows algebraically while u² decays exponentially, so u²y₁ vanishes there. Integrating, and using z = −s, gives

u²y₁ = −∫_z^∞ Ai′³/Ai dζ.

Write Ai′/Ai as the derivative of ln Ai and integrate by parts, using Ai″ = ζAi:

u²y₁ = Ai′(z)² ln Ai(z) + ∫_z^∞ 2ζ Ai Ai′ ln Ai dζ.

Since 2Ai Ai′ = (Ai²)′, a second integration by parts applies to the last integral. As z → −Ω its boundary terms vanish, leaving

−J − ∫ζ Ai Ai′ dζ, J = ∫Ai² ln Ai dζ,

with both integrals from −Ω to ∞. One more integration by parts gives −∫ζ Ai Ai′ dζ = ½∫Ai² dζ. The identity (ζAi² − Ai′²)′ = Ai² makes the latter integral equal to A². With d = Ω − s, we have Ai(z) ≈ Ad near the zero, and therefore

u²y₁ ≈ A²(ln d + C), C = ln A + 1/2 − J/A².

The values A = 0.70121 and J = −0.42456 give C = 1.0085. Since u² ≈ A²d²,

y ≈ 1/d + δ(ln d + C)/d².

Taking the reciprocal to first order in δ gives 1/y ≈ d − δ(ln d + C). Replacing d by 1/y inside the logarithm, we find d ≈ 1/y + δ(C − ln y). Now use s = Ω − d, y = x/X and Tδ = TX/3 = 1/9:

τ ≈ TΩ − 1/(3x) + (1/9)[ln(x/X) − C].

The next term of y₀ near its divergence, −Ωd/3, changes this time by an amount of order TX³/x³, or X²/x³. The formula therefore holds in the overlap X^(2/3) ≪ x ≪ 1. Farther out, the field excess rτ is of order r^(2/3) and may be dropped at this order, leaving dx/dτ = 3x² − x³. The partial fractions

1/[x²(3 − x)] = 1/(9x) + 1/(3x²) + 1/[9(3 − x)]

integrate to

τ = τ₀ − 1/(3x) + (1/9) ln[x/(3 − x)].

For small x the last logarithm is ln(x/3). Comparison in the overlap fixes τ₀ = TΩ + (1/9)[ln(3/X) − C]. Zero polarization is x = 1, where τ = τ₀ − 1/3 − (ln 2)/9. Multiplication by r gives the reduced excess

Δe ≈ Ωr^(2/3)/3^(1/3) + (r/9)B, B = ln[3/(2X)] − C − 3.

Dividing by the leading term shows a relative correction 0.0685 r^(1/3) B. Because X ∝ r^(1/3), dB/d ln r = −1/3, and the local exponent is

d ln Δe/d ln r ≈ 2/3 + 0.0228 r^(1/3)(B − 1).

The logarithm in B changes the sign of the deviation. By this formula the exponent is below 2/3 for faster ramps, crosses it near r = 9 × 10⁻⁶, and then approaches it from above. Direct integration of the full equation confirms the crossing and places it slightly lower, near r = 8 × 10⁻⁶, though four digits do not resolve the slow return towards 2/3: the exponent between successive decades rises from 0.6593, between r = 10⁻² and 10⁻³, to 0.6668 for the three slowest intervals. At r = 10⁻⁸ the integrated excess is 7.52836 × 10⁻⁶; the leading term gives 7.52473 × 10⁻⁶, and the two terms together reproduce all the printed digits.

The leading law should not depend on the fourth-order form. A test with f = −p − p³ + p⁵, whose fold lies at p = −0.9157 with κ = 4.931, gives a ratio of integrated to leading excess of 1.003 at a reduced ramp of 10⁻⁸.

For a worked example, take a 10 nm film with P_r = 20 µC/cm² and E_c = 1 MV/cm, rough typical values for ferroelectric hafnium zirconium oxide. The damping is set to 100 Ω cm to give a nanosecond response; it is a chosen value, not a measured one, and the least certain parameter. A factor of 100 in ρ changes the leading excess by a factor of about 22 and the reduced ramp r by a factor of 100. The Landau relations give

P_s = 20/√3 = 11.55 µC/cm²,
b = 1/(2 × 11.55³) = 3.25 × 10⁻⁴ MV cm⁵/µC³,
κ = 3bP_s = 0.01125 MV cm³/µC².

Let the field rise to 3 MV/cm in 1 µs. A polarization rate of 1 µC/cm² per µs is a current density of 1 A/cm², so the damping produces 100 V/cm, or 10⁻⁴ MV/cm, for each such unit. In units of MV/cm, µC/cm² and µs, therefore, ρR = 3 × 10⁻⁴, and

ΔE ≈ 2.338 × (3 × 10⁻⁴)^(2/3) × (0.01125)^(−1/3) = 0.0468 MV/cm.

The local time is T = 6.67 ns and the local polarization scale is 1.33 µC/cm², about a ninth of P_s. With t₀ = 2.31 ns and field unit E_c/2 = 0.5 MV/cm, the reduced ramp is r = 3 × 0.00231/0.5 = 0.0139. The second term lowers the estimate to 0.0457 MV/cm; direct integration gives 0.0456 MV/cm.

At fixed peak field and film parameters, rise times of 10, 1 and 0.1 µs give integrated excesses of 0.0100, 0.0456 and 0.200 MV/cm. The pure power law predicts a factor 10^(2/3) = 4.64 per decade; the actual factors are 4.55 and 4.39. At the fastest ramp the leading term is 9% too high. The two-term value agrees there to better than 0.1%, although r = 0.14 is not very small and the expansion does not guarantee such agreement.

The total coercive field hides the exponent. At the 1 µs ramp it is 1.046 MV/cm, and its logarithmic slope is about 0.65 × 0.0456/1.046 ≈ 0.03. If E_c is unknown, it can be removed by differences: for three ramps spaced by decades, the ratio of the successive increases should approach 4.64 in the deterministic slow-ramp limit. Here it is (0.200 − 0.0456)/(0.0456 − 0.0100) ≈ 4.3.

Slower is not better without limit, because thermal noise has more time to act. Suppose a volume V switches coherently at temperature Θ. Its energy is Vu, so the mobility for P is 1/(ρV), and Einstein's relation gives the diffusion coefficient k_BΘ/(ρV). In local units the variance added during ds is 2D ds, with

D = k_BΘT/(ρVX²).

Here X and T are again the dimensional scales. Using T = ρ/(κX) and X³ = ρR/κ²,

D = k_BΘκ/(VρR).

The deterministic law thus requires D ≪ 1 as well as r ≪ 1. The first condition sets a lower limit on the ramp rate, the second an upper limit. Weak noise advances switching because, until trajectories begin to diverge, the mean obeys d⟨y⟩/ds = s + ⟨y⟩² + var(y), and the variance adds to the drive.

In the opposite limit, D ≫ 1, switching occurs below the fold. At a field E_c − η, the stable and unstable states lie at x = ∓√(η/κ). The energy-density barrier between them is

∫(η − κx²) dx = (4/3) η^(3/2)/κ^(1/2),

integrated between those states. In local units, with η measured in RT, the barrier over k_BΘ is 4η^(3/2)/(3D), and the Kramers escape rate is (√η/π) exp[−4η^(3/2)/(3D)]. Integrating this rate along the ramp up to η gives (D/2π) exp[−4η^(3/2)/(3D)]. Escape therefore becomes likely when V times the barrier is about Λk_BΘ, with Λ ≈ ln(D/2π). This is the logarithm of the number of attempts made while the barrier changes by about k_BΘ, not of the number made during the whole ramp, and the estimate needs D well above 2π. Hence

η ≈ [3Λk_BΘκ^(1/2)/(4V)]^(2/3), η ≪ E_c.

The excess is then negative and depends on ramp rate through a logarithm. For a 10 nm cube at 300 K and a 1 ms rise, D = 155; the formula gives η = 0.010 MV/cm and stochastic integration a median of 0.011 MV/cm. The power 2/3 in this formula comes from the barrier and is not the ramp exponent.

For a 10 nm cube at 300 K and the 1 µs ramp, D = 0.155. Stochastic integration gives a mean excess of 0.044 MV/cm, 3–4% below the noise-free value, with a standard deviation of 0.007 MV/cm. For a 5 nm cube D = 1.24; the mean falls by about a third, to 0.031 MV/cm, with a standard deviation of about 0.02 MV/cm. For the larger cube D reaches 1 at 0.47 MV/cm per µs. The 10 µs ramp, at 0.3 MV/cm per µs, is already slower than this, so its deterministic excess of 0.010 MV/cm cannot be relied on for such a volume.

A test of the noise scaling holds D = 1.24 fixed while the ramp is made eight times slower. The noise-induced shift, in units of RT, changes from 0.730 to 0.685. This 6% change is modest beside the eightfold change in ramp. Each shift is an average over 4000 paths and has a sampling error of about 0.016, so the change is only about two standard errors of the difference. With 16 000 paths each, both shifts come out as 0.71 ± 0.01, so the difference is sampling noise and no finite-rate correction is resolved.

Series resistance adds to the damping. For resistance R_s, electrode area S and film thickness d, the applied field is

E_app = E + (R_sS/d) dP/dt

when the background displacement current is neglected. Substitution of E = f + ρ dP/dt gives an effective damping ρ + R_sS/d. With 50 Ω, a 10 µm square electrode and the 10 nm film, the addition is 50 Ω cm. The excess rises from 0.0456 to 0.0593 MV/cm, a factor of 1.30; the leading law predicts 1.5^(2/3) = 1.31. Integrating the circuit with a background relative permittivity of 5 also gives 0.0593 MV/cm. A damping inferred from a ramp experiment therefore includes the circuit unless its resistance is separated.

Static changes in the film can be much larger than the excess and yet hardly alter it. Consider a nonferroelectric layer of thickness ℓ and relative permittivity ε_l in series with the film, whose background relative permittivity is ε_b = 5. Continuity of the displacement gives the layer a field (ε_bε₀E + P)/(ε_lε₀), so the voltage divided by the film thickness is E_app = E + (ℓ/d)(ε_bε₀E + P)/(ε_lε₀). A 0.5 nm nonferroelectric layer of relative permittivity 30 lowers the static coercive field in this model from 1.00 to 0.80 MV/cm, while the excess becomes 0.0466 MV/cm, only about 2% higher. This is an idealized electrostatic example: without interface charge, the layer itself would carry about 7 MV/cm at zero applied field and about 10 MV/cm at the peak of the ramp. In a real stack, leakage and trapped charge could therefore change both numbers. If the 1 MV/cm was fitted to the complete stack, the layer is already included and must not be counted again. A grain with the same remanence but a static coercive field of 1.20 MV/cm has an excess of 0.0431 MV/cm, about 5% lower. The weak dependence reflects the power −1/3 of κ. In the case of the layer, κ itself also changes little: the layer acts mainly on the linear term of the static curve, and κ falls by only about 7%. Ramp rates should accordingly be compared on one capacitor in a fixed state, since a grain-to-grain difference of 0.2 MV/cm is more than four times the excess.

Real hafnia films most seriously break the assumption of uniform polarization. Reversed regions can nucleate and grow by wall motion, at fields and rates that this equation does not contain. The one-third reduction for a 5 nm cube indicates the effect of a small coherent volume, but it does not bound the effect of nucleation, which can dominate. The fold used here is an effective one, fitted to a rough coercive field, and 0.046 MV/cm is a property of the model, not a forecast for a given device. For the film without the extra layer, against a rough breakdown field of 4 MV/cm, switching occurs at 26% and the ramp peaks at 75%; this says nothing about endurance under repeated cycling. The numerical output lists the main values used here.

Computed results

```
Omega = 2.33811; from integration 2.33811
Ai'(-Omega) = 0.70121; J = -0.42456
matching constant C = 1.00852
reduced ramp r, excess, leading term, two terms:
  1e-02  7.36644e-02  7.52473e-02  7.37633e-02
  1e-03  1.61421e-02  1.62115e-02  1.61484e-02
  1e-04  3.49456e-03  3.49267e-03  3.49488e-03
  1e-05  7.53531e-04  7.52473e-04  7.53547e-04
  1e-06  1.62307e-04  1.62115e-04  1.62308e-04
  1e-07  3.49545e-05  3.49267e-05  3.49545e-05
  1e-08  7.52836e-06  7.52473e-06  7.52836e-06
local exponents, fast to slow: 0.6593 0.6646 0.6663 0.6668 0.6668 0.6668
sixth-order energy: fold p = -0.9157, e = 1.0397
  kappa = 4.931, excess/leading = 1.00305
film: thickness 10 nm, T = 300 K
remanence = 20.0 uC/cm2
static coercive field = 1.00 MV/cm
damping = 100 ohm cm
Ps = 11.55 uC/cm2
a = -0.1299 MV cm/uC
b = 3.248e-04 MV cm5/uC3
kappa = 0.01125 MV cm3/uC2
response time = 2.309 ns
main ramp = 3.00 MV/cm per us
local time scale = 6.67 ns
local polarization scale = 1.333 uC/cm2
rise time (us), r, excess, leading, two terms (MV/cm):
  10.0  0.00139  0.01002  0.01007  0.01002
  1.0  0.01386  0.04558  0.04676  0.04565
  0.1  0.13856  0.19993  0.21705  0.20002
10 nm cube: D = 0.155, D = 1 at 0.466 MV/cm per us
  mean excess = 0.0440 MV/cm, standard deviation = 0.0071 MV/cm
5 nm cube: D = 1.243, D = 1 at 3.728 MV/cm per us
  mean excess = 0.0311 MV/cm, standard deviation = 0.0205 MV/cm
noise shift, local units: 0.730; ramp/8, same D: 0.685
series resistance 50 ohm, electrode side 10 um
  added damping = 50.0 ohm cm
  excess: circuit 0.05933, summed damping 0.05935 MV/cm
interface layer 0.5 nm, permittivity 30, film background 5
  static coercive 0.7990, excess 0.04663 MV/cm
grain with static coercive 1.20 MV/cm: excess 0.04310 MV/cm
rough breakdown field = 4.0 MV/cm
switching field / breakdown = 0.261
peak field / breakdown = 0.750
```
